# Barrett equivalent radii from muonic-atom transition energies, part 2

The 2p–1s energy of a muonic atom is one number. The question is which radius of the nuclear charge it fixes almost independently of the assumed shape. Lengths are in fm and energies in keV. The spherical nucleus has charge density $Ze\rho(r)$ and radial density $n(r)=4\pi r^2\rho(r)$, with $\int_0^\infty n\,dr=1$; its root-mean-square (rms) radius is $r_{\rm rms}$. The muon obeys the Dirac equation with the reduced mass and, with $\eta=\alpha\hbar c=1439.965$ keV fm, the potential energy

$$V(r)=-Z\eta\int\frac{\rho(r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{1}$$

Further recoil terms, vacuum polarization, self-energy, nuclear polarization and electron screening are left out.

The transition energy is $\omega=E_{2p}-E_{1s}$, where 2p means 2p$_{3/2}$. With $w_n$ the muon's probability per unit radius in state $n$, a small density change $\delta n$ at fixed $Z$ gives, to first order,

$$U_n(r)=-\eta\left[\frac1r\int_0^r w_n\,ds+\int_r^\infty\frac{w_n}{s}\,ds\right], \tag{11}$$

$$\delta\omega=Z\int_0^\infty\delta n\,D\,dr,\qquad D=U_{2p}-U_{1s}. \tag{12}$$

The drop $S(r)=D(0)-D(r)$ is quadratic in $r$ near the origin; its local power is $p=rS'/S$. Over the nucleus,

$$D(r)\approx A-B\,g(r),\qquad g(r)=r^k e^{-ar}. \tag{17}$$

The charge-weighted fit chooses $k$, $a$, $A$ and $B$ to minimize $\int n_0\varepsilon^2\,dr$, where $n_0$ is the reference density and

$$\varepsilon(r)=D(r)-A+B\,g(r) \tag{18}$$

is the residual. Then

$$\delta\omega=-ZB\,\delta M+Z\int_0^\infty\delta n\,\varepsilon\,dr,\qquad M=\int_0^\infty n\,r^k e^{-ar}\,dr, \tag{21}$$

where $M$ is the Barrett moment.

The example is muonic zirconium, $Z=40$, with nuclear mass 90 u and $\omega=2518.704$ keV. The reference is a Fermi density with half-density radius $C$ and diffuseness $d$:

$$\rho(r)\propto\frac{1}{1+e^{(r-C)/d}},\qquad C=4.9\ \text{fm},\quad d=0.52\ \text{fm}. \tag{4}$$

The fit gives

$$k=2.2277,\quad a=0.1064\ \text{fm}^{-1},\quad A=116.525\ \text{keV},\quad B=0.9143\ \text{keV fm}^{-k}. \tag{20}$$

### Definition of the radius

A moment in units of fm$^k$ with a non-integer $k$ is awkward to compare or to picture. It is converted to a length by asking which uniformly charged sphere has the same moment. A sphere of radius $R$ has $n=3r^2/R^3$ inside and zero outside, so its moment is

$$M_u(R)=\frac{3}{R^3}\int_0^R r^{k+2}e^{-ar}\,dr=\frac{3\,\gamma(k+3,aR)}{a^{k+3}R^3}. \tag{22}$$

The second form follows from the substitution $t=ar$, with the lower incomplete gamma function $\gamma(s,x)=\int_0^x t^{s-1}e^{-t}\,dt$. The library routine used in the program returns this function divided by $\Gamma(s)$, and the factor is restored there. The Barrett equivalent radius $R_{ka}$ is defined by

$$M_u(R_{ka})=M. \tag{23}$$

Whether the root is unique follows from the derivative. The product rule gives $-9R^{-4}\int_0^R r^2g\,dr$ from the prefactor and $3R^{-3}\,R^2g(R)$ from the upper limit. Together,

$$M_u'(R)=\frac3R\,[\,g(R)-M_u(R)\,]. \tag{24}$$

$M_u(R)$ is the average of $g$ over the sphere. Since $g'=g\,(k/r-a)$, $g$ rises up to $r=k/a$. For $R<k/a$ the average is therefore smaller than the value at the edge, and $M_u$ increases. Here $k/a=20.9$ fm, far outside the nucleus, and the root below that radius is unique.

The search must be confined to this range. As $R\to\infty$ the integral in (22) tends to a finite limit, so $M_u$ falls to zero as $R^{-3}$ and takes the value $M$ a second time at a radius without physical meaning.

For $k=2$ and $a\to0$, (22) becomes $M_u=3R^2/5$ and $M$ becomes the mean square radius. Then $R=\sqrt{5/3}\,r_{\rm rms}$, the usual equivalent uniform radius. This is the limit of a muon cloud that is much larger than the nucleus: if the 1s density is constant over the nuclear volume and the 2p density negligible there, the quadratic law for $D(0)-D$ holds throughout the nucleus. In that limit the line does measure the rms radius. Comparisons below use $\sqrt{5/3}\,r_{\rm rms}$, so that two radii of the same kind are compared.

### Sensitivity to the transition energy

Combining $\delta\omega=-ZB\,\delta M$ with $\delta M=M_u'(R)\,\delta R$ gives

$$\frac{dR_{ka}}{d\omega}=-\frac{1}{ZB\,M_u'(R_{ka})}. \tag{25}$$

The reference nucleus has $M=15.478$ fm$^k$ and $R_{ka}=5.4536$ fm. At this radius $g=24.49$ fm$^k$, so (24) gives $M_u'=(3/5.4536)(24.49-15.48)\approx4.96$ fm$^{k-1}$. Then

$$\frac{dR_{ka}}{d\omega}=-\frac{1}{40\times0.9143\times4.959}=-5.51\times10^{-3}\ \text{fm/keV}. \tag{26}$$

A direct finite change of $C$, with a full Dirac calculation for each nucleus, gives the same value to these digits. An error of 0.1 keV in the energy, whether from the measurement or from a correction applied to it, shifts $R_{ka}$ by about 0.0006 fm.

### What remains when two models give the same line

Suppose a second density $n=n_0+\delta n$, not necessarily very close to the first, has been resized until its full transition energy equals that of the reference. The full change of $\omega$ is then zero. It is the sum of the first-order term and everything of higher order, which is called $h$:

$$0=Z\int\delta n\,D\,dr+h. \tag{27}$$

This defines $h=-Z\int\delta n\,D\,dr$, a quantity that can be computed. Let $f=Z\int\delta n\,\varepsilon\,dr$ be the contribution of the fit residual. With $D=A-Bg+\varepsilon$, (27) becomes $0=-ZB\,\delta M+f+h$, or

$$\delta M=\frac{f+h}{ZB}. \tag{28}$$

No approximation has been made in (28). Converting to a radius with (25), which is linear in the small change $\delta M$, gives

$$\delta R_{ka}\approx-\frac{dR_{ka}}{d\omega}\,(f+h). \tag{29}$$

Model independence is therefore approximate, and its two errors are explicit. One arises because the Barrett form does not reproduce $D$ completely, the other because the muon's wave function responds to the change of the nucleus. No such smallness protects the rms radius, because $r^2$ is not the function that $D$ follows.

### Seven shapes with the same transition energy

Seven densities were resized to $\omega=2518.704$ keV. Five are Fermi densities with $d=0.44$, 0.48, 0.52, 0.56 and 0.60 fm. The sixth is a Fermi density with $d=0.52$ fm multiplied by $1+0.1\,r^2/C^2$, which lowers the centre relative to the surface. The seventh is a uniform sphere convolved with a Gaussian of standard deviation 0.90 fm in each Cartesian direction. In the numerical output the half-density radius is written c and the coefficient 0.1 is written w.

The rms radii range from 4.2490 fm ($d=0.44$ fm) to 4.2719 fm ($d=0.60$ fm), a spread of 0.0229 fm. As equivalent uniform radii they spread over 0.0295 fm. The Barrett radii lie between 5.45351 and 5.45361 fm, a spread of 0.0001 fm. For this set of shapes the Barrett radius is thus less model dependent by a factor of about 300. The factor belongs to this set and this transition; the condition actually tested was the weaker one that the spread of $R_{ka}$ is less than one fifth of the other.

Equation (29) splits the small remaining differences into their two sources. Since $f+h=ZB\,\delta M$ holds by the definition of $h$, the agreement of the last two columns checks only the linear conversion from moment to radius; the information lies in the sizes of $f$ and $h$. The last two columns are in units of $10^{-5}$ fm, relative to the reference:

| Shape | $f$ (keV) | $h$ (keV) | $\delta R$ from (29) | $\delta R$ direct |
|---|---|---|---|---|
| $d=0.44$ fm | −0.0022 | 0.0061 | 2 | 2 |
| $d=0.60$ fm | 0.0022 | 0.0081 | 6 | 6 |
| central dip | 0.0017 | 0.0000 | 1 | 1 |
| smeared sphere | −0.0096 | 0.0016 | −4 | −4 |

For the smeared sphere, for example, $f+h=-0.0080$ keV, and multiplication by $5.51\times10^{-3}$ fm/keV gives $-4.4\times10^{-5}$ fm.

The Fermi family also shows the expected orders. When the change of $d$ doubles from 0.04 to 0.08 fm, $f$ doubles from 0.0011 to 0.0022 keV in magnitude. Over the same steps $h$ grows from 0.0016 to 0.0061 keV on the side of smaller $d$ and from 0.0019 to 0.0081 keV on the other. These are factors of about four, as a quadratic term requires.

The central dip changes the rms radius by 0.0002 fm, far less than the changes of diffuseness do. In this set the uncertainty of the rms radius comes mainly from the surface.

### Why the rms radius drifts with the diffuseness

The drift can be estimated from the definitions. For a Fermi density let $\phi(r)=1/(1+e^{(r-C)/d})$, and let $F$ be a smooth function with $F(0)=0$. Integration by parts gives

$$\int_0^\infty F'\phi\,dr=\int_0^\infty F\,(-\phi')\,dr. \tag{30}$$

The function $-\phi'$ is a symmetric peak at $C$. Its area is one if terms of order $e^{-C/d}$ are neglected. With $x=(r-C)/d$ its variance is $d^2$ times

$$2\int_0^\infty x^2\,\frac{e^x}{(1+e^x)^2}\,dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{j=1}^\infty\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}. \tag{31}$$

The first step is an integration by parts, and the second expands $1/(e^x+1)$ in powers of $e^{-x}$. Expanding $F$ about $C$ to second order, the linear term vanishes by symmetry and

$$\int_0^\infty F'\phi\,dr\approx F(C)+\beta F''(C),\qquad \beta=\frac{\pi^2d^2}{6}. \tag{32}$$

For the normalization take $F'=r^2$, which gives $C^3/3+2\beta C$. For the moment of any smooth function $g$ take $F'=r^2g$. Then $F(C)=C^3M_u(C)/3$ by (22), and $F''(C)=C^2g'+2Cg$. Dividing both results by $C^3/3$, the average of $g$ is

$$\langle g\rangle\approx\frac{M_u+\beta\,(3g'/C+6g/C^2)}{1+6\beta/C^2}\approx M_u+\beta\left[\frac{3g'}{C}+\frac{6(g-M_u)}{C^2}\right], \tag{33}$$

to first order in $\beta$, with all functions taken at $C$. By (24) the last term in the bracket is $2M_u'/C$. The equivalent radius $R_g$ solves $M_u(R_g)=\langle g\rangle$. To the same order $M_u(R_g)\approx M_u(C)+M_u'(C)(R_g-C)$, so

$$R_g\approx C+\frac{\beta}{C}\left[2+\frac{3g'(C)}{M_u'(C)}\right]. \tag{34}$$

For $g=r^2$ one has $g'=2C$ and $M_u'=6C/5$, and the bracket is $2+5=7$. Subtracting (34) for the Barrett function from this case gives

$$\sqrt{\tfrac53}\,r_{\rm rms}-R_{ka}\approx\frac{\beta}{R}\left[5-\frac{3g'(R)}{M_u'(R)}\right]. \tag{35}$$

In the correction term $C$ has been replaced by $R=R_{ka}$, which changes it at higher order only. In the example $g'(R)=24.49\,(2.2277/5.4536-0.1064)=7.40$ fm$^{k-1}$, so the bracket is $5-3\times7.40/4.96=0.52$.

Equal line energies hold $R_{ka}$ nearly fixed, while $\beta$ grows with $d^2$. Between $d=0.44$ and 0.60 fm, $\beta$ increases by $(\pi^2/6)(0.3600-0.1936)=0.274$ fm². Equation (35) then predicts an increase of $0.274\times0.52/5.45=0.026$ fm in the equivalent uniform radius. The full calculation gives 0.0295 fm. The leading-order estimate thus gives the right sign and the rough size. Its closeness should not be overrated: evaluating the correction term at the half-density radius of each nucleus (5.063 fm for $d=0.44$ fm, 4.704 fm for $d=0.60$ fm) in place of $R$, which is equally valid at this order, gives 0.023 fm. The neglected higher-order terms thus amount to one or two tenths of the result. The rms radius weights the outer surface more than the muon does, and so a more diffuse nucleus with the same line has a larger rms radius.

### Use in an analysis

After the omitted corrections have been applied to a measured energy, the procedure is as follows.

1. Choose a reference density and adjust its size until the Dirac energies reproduce the corrected $\omega$.
2. Compute $D$ from the muon densities and determine $k$, $a$ and $B$ by the charge-weighted fit.
3. Compute $M$ and solve (23) for $R_{ka}$ in the range $R<k/a$.
4. Obtain the energy error of the radius from (25), and the model error by computing $f$ and $h$ for the other shapes that are considered possible.

The result should be stated with $k$ and $a$, because a different pair defines a different radius. Equation (34) shows this: the bracket depends on $g$, so even for one and the same nucleus the radius changes with the pair. Two nuclei are best compared with one common pair.

If the rms radius is wanted, the shape must come from elsewhere, for instance from elastic electron scattering. A convenient quantity is the ratio $v=R_{ka}/r_{\rm rms}$ of the independently known shape, from which $r_{\rm rms}=R_{ka}/v$. For the Fermi densities used here $v$ is 1.2835 at $d=0.44$ fm, 1.2804 at 0.52 fm and 1.2766 at 0.60 fm. The uncertainty of the shape has not vanished; it has been moved into $v$, where it can be assessed separately from the uncertainty of the line energy.

### Where the result weakens

The fit controls $\varepsilon$ where the reference nucleus has charge. A trial density with a long tail, or one that differs strongly from the reference, can make $f$ or $h$ large. Both should then be computed and not assumed small.

A strongly deformed nucleus needs more than the spherical potential used here. Its quadrupole field couples muon states and nuclear states, and $\omega$ is then no longer a function of the spherical density alone.

Vacuum polarization can be included in the same scheme to the extent that its potential is linear in $\rho$. The factor $1/|\mathbf r-\mathbf r'|$ then acquires an additional symmetric term, the exchange of integrations still holds, and $D$ changes accordingly, so the fit must be repeated. Nuclear polarization is not of this form. It has to be calculated separately, and its uncertainty enters $R_{ka}$ through (25).

## Values computed for the example and the checks

```
Z = 40, nuclear mass = 90 u
reduced muon mass = 105525.38 keV
alpha*hbar*c = 1439.965 keV fm
reference Fermi: c = 4.9 fm, diffuseness = 0.52 fm
E(1s1/2) = -3645.722 keV, by shooting -3645.722 keV
E(2p3/2) = -1127.017 keV, by shooting -1127.017 keV
omega = 2518.704 keV
c +-0.02 fm: change full -6.4442, 1st order -6.4442 keV
diffuseness +-0.01 fm: change full -7.2092, 1st order -7.2093 keV
D(0) = 116.643 keV, D(0)-D(8 fm) = 40.162 keV
r^2 coefficient at origin = 0.9244 keV/fm^2
ratio S/(coeff r^2) at r = 0.281 fm: 0.99951
fit: k = 2.2277, a = 0.1064 1/fm
fit: A = 116.525 keV, B = 0.9143 keV/fm^k
charge-weighted rms residual = 0.00694 keV
largest residual below 8 fm = 0.1180 keV
rms residual of A - B r^2 = 0.7899 keV
r (fm), local power, k - a r:
  0.995  1.9854  2.1217
  2.995  1.8748  1.9089
  4.995  1.6877  1.6961
  6.995  1.4744  1.4832
Barrett moment M = 15.4783 fm^k, k/a = 20.9 fm
reference R = 5.45355 fm, rms = 4.25937 fm
dM/dR = 4.9586 fm^(k-1)
dR/domega formula = -5.5141 1e-3 fm/keV
dR/domega numeric = -5.5133 1e-3 fm/keV
models of equal omega: size, rms, R (fm); fit part, higher order (keV)
  Fermi 0.44: 5.0628 4.24903 5.45357; -0.0022 0.0061
  Fermi 0.48: 4.9854 4.25394 5.45355; -0.0011 0.0016
  Fermi 0.52: 4.9000 4.25937 5.45355; -0.0000 0.0000
  Fermi 0.56: 4.8062 4.26534 5.45357; 0.0011 0.0019
  Fermi 0.60: 4.7037 4.27188 5.45361; 0.0022 0.0081
  dip w=0.1, 0.52: 4.8249 4.25955 5.45356; 0.0017 0.0000
  smeared 0.90: 5.1072 4.25208 5.45351; -0.0096 0.0016
spread of rms = 0.02285 fm
spread of sqrt(5/3) rms = 0.02950 fm
spread of R = 0.000100 fm
ratio of the last two spreads = 294.5
```
